# Choosing the noise-floor correction for line-edge roughness

A scanning electron microscope looks down on a row of printed resist lines and reports, for every image row, where each edge lies. The reported edge wanders for two reasons: the resist edge is rough, and each position was found from a noisy grey-level profile. The variance of the reported positions contains both. A lower electron dose spares the resist but adds detection noise, so the same wafer appears rougher.

Roughness-analysis software therefore offers a noise-floor setting. The choices treated here are no correction, a floor read from the high-frequency tail of the spectrum, and a floor fitted jointly with an edge spectrum. This guide derives what each returns and when it can be trusted.

## What is measured

An edge is sampled at $N$ rows, $N$ even, with spacing $d$ and length $L=Nd$. The reported position is

$$w_j=x_j+n_j .$$

The true edge $x$ is a stationary Gaussian process with zero mean and covariance $\sigma^2e^{-|r|/\xi}$, where $\xi$ is the correlation length. The noise $n_j$ is Gaussian, independent of the edge and from row to row, with variance $\sigma_n^2$. There are $M$ independent, statistically identical edges. Roughness is quoted as $3\sigma$.

"Unbiased" here means free of the noise contribution under these assumptions. If the resist itself has a component that is uncorrelated from row to row, its spectrum is as flat as that of the noise, and the correction removes it too.

With $\phi_k=2\pi k/N$, define the two-sided periodogram

$$P_k=\frac dN\Big|\sum_{j=0}^{N-1}(w_j-\bar w)e^{-i\phi_kj}\Big|^2 ,\qquad k=1,\dots,N/2 .$$

Because $\sum_je^{-i\phi_kj}=0$ for these $k$, subtracting the record mean $\bar w$ leaves $P_k$ unchanged. Parseval's theorem gives the raw variance $s^2=N^{-1}\sum_j(w_j-\bar w)^2$ as $(Nd)^{-1}\sum_{k=1}^{N-1}P_k$. Frequencies $k$ and $N-k$ contribute equally, while $N/2$ occurs once, so

$$s^2=\frac2L\sum_{k=1}^{N/2}h_kP_k,\qquad h_k=1,\quad h_{N/2}=\tfrac12 .$$

## The spectrum to fit

Expand the squared modulus and take the mean. A row separation $m$ occurs $N-|m|$ times, so with $a=e^{-d/\xi}$ the edge contributes

$$\sigma^2g_k=\sigma^2d\sum_{m=-(N-1)}^{N-1}\Big(1-\frac{|m|}N\Big)a^{|m|}e^{-i\phi_km}.$$

Set $q=ae^{i\phi_k}$. The terms with $m$ and $-m$ are complex conjugates, so we need $\sum_{m=1}^{N-1}(N-m)q^m$. Write it as a sum of partial sums, in which $q^m$ appears $N-m$ times:

$$\sum_{p=1}^{N-1}\sum_{m=1}^{p}q^m=\frac q{1-q}\sum_{p=1}^{N-1}(1-q^p)
=\frac q{1-q}\Big[N-\frac{1-q^N}{1-q}\Big].$$

The last step uses $\sum_{p=0}^{N-1}q^p=(1-q^N)/(1-q)$, the $p=0$ term of $\sum(1-q^p)$ being zero. Since $q^N=a^N$, division by $N$ gives

$$g_k=d\Big\{1+2\,\mathrm{Re}\Big[\frac q{1-q}-\frac{q(1-a^N)}{N(1-q)^2}\Big]\Big\}.$$

Noise has covariance at zero separation alone and contributes $d\sigma_n^2$. The model is

$$S_k=\sigma^2g_k(\xi)+d\sigma_n^2 .$$

The familiar Lorentzian $2\xi/[1+(2\pi f\xi)^2]$, with $f=k/L$, describes an infinitely long, continuously sampled edge. The formula for $g_k$ also contains aliasing, the folding of unresolved high frequencies into the sampled band, and leakage, the effect of finite length.

Without the $1/N$ leakage term, and for $d\ll\xi$ at frequencies well above $1/\xi$,

$$g_k=\frac{d(1-a^2)}{1+a^2-2a\cos\phi_k}\simeq\frac{d^2}{\xi(1-\cos\phi_k)} .$$

At the Nyquist frequency, $\phi=\pi$, this is $d^2/(2\xi)$, whereas the Lorentzian gives about $2d^2/(\pi^2\xi)$. A Lorentzian fit can assign the difference to noise.

## What has to be subtracted

The raw variance is the mean square minus $\bar w^2$. The record mean has variance $\sigma^2V+\sigma_n^2/N$, where $V=g_0/L$ and $g_0$ is the formula above at $q=a$. Hence

$$E(s^2)=\sigma^2(1-V)+\Big(1-\frac1N\Big)\sigma_n^2 .$$

The second term is the floor integrated over the nonzero frequencies. Solving for the edge variance gives the correction:

$$\hat\sigma^2=\frac{s^2-(1-1/N)\hat\sigma_n^2}{1-V(\hat\xi)} .$$

The denominator restores slow wandering that was removed with the mean. For $d\ll\xi$,

$$V\simeq\frac{2\xi}{L}\Big[1-\frac{\xi}{L}(1-e^{-L/\xi})\Big].$$

For a long record $V\simeq2\xi/L$. For a record much shorter than $\xi$, $V\simeq1-L/(3\xi)$: nearly all the variance is lost, and the correction amplifies every error. In the opposite limit $\xi\ll d$, $a\to0$ and $g_k\to d$, so the edge spectrum is flat and cannot be separated from noise. The method needs $d\ll\xi\ll L$, or at least a visible bend in the spectrum and a resolved floor.

The spectrum and the variance budget were tested against explicit covariance matrices for 24 rows, $d=1.5$ nm, $\xi=4$ nm, $\sigma^2=1.3$ nm² and $\sigma_n^2=0.7$ nm². The largest relative difference in the spectrum was $2\times10^{-15}$, and the variance budget agreed to better than $10^{-10}$.

## How the joint fit works

For a long Gaussian record, the Fourier amplitude at an ordinary frequency has independent real and imaginary parts of nearly equal variance. Its $P_k$ is then exponentially distributed with mean $S_k$, and different frequencies are nearly independent. For the average $\bar P_k$ over $M$ edges, the negative log-likelihood is $M(\ln S_k+\bar P_k/S_k)$ plus a constant. At Nyquist the amplitude is real, with one degree of freedom instead of two, which halves the term. The fit therefore minimises

$$Q=\sum_kh_k\Big(\ln S_k+\frac{\bar P_k}{S_k}\Big).$$

Take $\theta=(\ln\sigma^2,\ln\xi,\ln\sigma_n^2)$, which keeps all three quantities positive, and let $D_k=\partial\ln S_k/\partial\theta$. Differentiation gives

$$\frac{\partial Q}{\partial\theta}=-\sum_kh_kD_k\Big(\frac{\bar P_k}{S_k}-1\Big).$$

In the second derivative, terms containing $\partial D_k/\partial\theta$ multiply $1-\bar P_k/S_k$, whose mean is zero at the true parameters. What remains has mean $F=\sum_kh_kD_kD_k^T$. Newton's step with this mean curvature is

$$\delta\theta=F^{-1}\sum_kh_kD_k\Big(\frac{\bar P_k}{S_k}-1\Big).$$

The algorithm is:

1. Average the periodograms of all edges.
2. Start with $\sigma_n^2$ from the tail, $\sigma^2$ from the remaining variance, and $\xi$ from the low-frequency level, which is about $2\sigma^2\xi$ above the floor.
3. Repeat the step above, halving it when $Q$ rises, until $\theta$ stops changing.
4. Subtract the integrated floor and divide by $1-V(\hat\xi)$.
5. Inspect $\bar P_k/S_k-1$ averaged over frequency bands.

### Why subtraction can reproduce the fitted variance

For the exponential covariance, steps 3 and 4 give nearly the same edge variance. To see why, drop leakage and write $g=dA/B$ with $A=1-a^2$ and $B=1+a^2-2a\cos\phi$. Then $\partial_aA=-2a$ and $\partial_aB=2a-2\cos\phi=(B-A)/a$, so

$$\frac{\partial g}{\partial a}=d\Big[-\frac{2a}{B}-\frac{A(B-A)}{aB^2}\Big]
=\frac{g^2}{ad}-\frac{1+a^2}{a(1-a^2)}g .$$

Thus $g^2$ is a combination of $g$ and $\partial_ag$, with coefficients independent of frequency. It follows that $S^2=\sigma^4g^2+2\sigma^2d\sigma_n^2g+d^2\sigma_n^4$ is a combination of $g$, $\partial_ag$ and 1. These three functions are proportional to the derivatives of $S$ with respect to the fit parameters. At the minimum,

$$\sum_kh_k\frac{\partial S_k}{\partial\theta}\,\frac{\bar P_k-S_k}{S_k^2}=0$$

for each parameter. The same combination of these equations replaces $\partial S_k/\partial\theta$ by $S_k^2$ and leaves $\sum_kh_k(\bar P_k-S_k)=0$. The fitted spectrum then has the measured variance, and subtraction returns the fitted $\sigma^2$, up to leakage. Agreement between the two is therefore no independent check of this model. For other spectral shapes they need not agree.

## How large the statistical error is

Let $u_k=h_k(\bar P_k/S_k-1)$. The variance of $\bar P_k/S_k$ is $1/M$ at ordinary frequencies and $2/M$ at Nyquist, so the variance of $u_k$ is $h_k/M$ in both cases. To first order,

$$\delta s^2=\frac2L\sum_kS_ku_k,\qquad \delta\theta=F^{-1}\sum_kD_ku_k .$$

The numerator of $\hat\sigma^2$ equals $\sigma^2(1-V)$ at the true values. Differentiating the quotient therefore gives

$$\delta\hat\sigma^2=\frac{\delta s^2-(1-1/N)\sigma_n^2\,\delta\theta_3+\sigma^2(dV/d\ln\xi)\,\delta\theta_2}{1-V}.$$

Collecting the coefficient $b_k$ of each $u_k$ gives a variance $\sum_kb_k^2h_k/M$. This includes the correlation between the raw variance and the fitted floor.

A simple estimate shows what sets the scale. For weak noise and $\xi\ll L$, the covariance of $x^2$ at two points of a Gaussian edge is $2\sigma^4e^{-2|r|/\xi}$. Its integral over $r$ is $2\sigma^4\xi$, so averaging over total length $ML$ gives a variance $2\sigma^4\xi/(ML)$ for the estimate of $\sigma^2$. The relative error of $\sigma$ is half that of $\sigma^2$:

$$\frac{\delta\sigma}{\sigma}\simeq\sqrt{\frac{\xi}{2ML}} .$$

## A worked measurement

Take $\sigma=1$ nm, $\xi=20$ nm, $\sigma_n=0.8$ nm, $d=1$ nm, $N=1024$ and $M=40$. The synthetic edges are made in real space by $x_{j+1}=ax_j+\sigma\sqrt{1-a^2}\,\eta_j$, with independent unit normal $\eta_j$ and $x_0$ drawn with variance $\sigma^2$. The variance stays at $a^2\sigma^2+(1-a^2)\sigma^2=\sigma^2$, and each step multiplies the covariance with an earlier point by $a$, as required. Independent noise is then added.

The expected edge spectrum falls from 38.7 nm³ at the lowest frequency to 0.0255 nm³ at Nyquist, against a floor of 0.640 nm³. One data set gives $s^2=1.5636$ nm², or a raw $3\sigma$ of 3.75 nm. The fit returns $\hat\xi=19.56$ nm and $\hat\sigma_n^2=0.6298$ nm². Then

$$1.5636-0.6292=0.9344\ \mathrm{nm^2},\qquad
\hat\sigma^2=\frac{0.9344}{1-0.03747}=0.9708\ \mathrm{nm^2}.$$

The corrected $3\sigma$ is 2.96 nm, with a predicted standard error of 0.05 nm; the true value is 3.00 nm. The fitted edge variance is also 0.9708 nm², as the argument above leads one to expect.

Over 400 repeated experiments the mean recovered variance was $1.0005\pm0.0016$ nm², against a true value of 1 nm². The scatter was 0.0316 nm², compared with a predicted 0.0334 nm². Both passed their tests: the mean within four standard errors, the scatter within 15%.

In a further 100 experiments the same edges received three different noise levels, all else being fixed:

| $\sigma_n$ (nm) | raw $3\sigma$ (nm) | recovered $3\sigma$ (nm) | predicted error per experiment (nm) |
|---|---|---|---|
| 0.4 | 3.18 | 3.00 | 0.049 |
| 0.8 | 3.79 | 3.00 | 0.050 |
| 1.6 | 5.63 | 2.99 | 0.056 |

The raw result follows the noise, while the corrected one stays put within its sampling error. Quadrupling the noise raises the predicted error by only about 15%. The simple estimate above gives $3\sqrt{20/(2\times40\times1024)}=0.047$ nm, so most of the uncertainty here comes from the limited length of edge. More edge length then helps more than less noise, provided the noise model holds.

## Why the tail is not a clean floor

Suppose the floor is read as the mean of the highest quarter of frequencies. That band still contains edge signal. From the high-frequency form of $g_k$, its average there is

$$\frac{d^2}{\xi}\,\frac4\pi\int_{3\pi/4}^{\pi}\frac{d\phi}{1-\cos\phi}
=\frac{d^2}{\xi}\,\frac4\pi\cot\frac{3\pi}8\simeq0.53\,\frac{d^2}{\xi}.$$

The noise variance is overestimated by about $0.53\,\sigma^2d/\xi$, here 0.026 nm². The full expression gives an expected tail reading of 0.6669 nm² instead of 0.6400 nm²; the 400 experiments averaged 0.6672 nm².

Subtracting the expected tail value, with the true $V=0.0383$, gives $(1.6011-0.6662)/0.9617=0.972$ nm², or $3\sigma=2.96$ nm. This loss of 0.04 nm is slightly smaller than the error of one data set, but it does not average away. For $d\ll\xi\ll L$ its relative size in $\sigma$ is about $0.26\,d/\xi$, so for white noise and an exponential covariance the tail setting is adequate when that is negligible for the purpose. Correlated noise changes the tail itself and can cause a larger error.

## When the fitted model is wrong

The next table comes from fitting altered expected spectra, without sampling noise. It therefore shows bias alone. The edge variance before any blur, $\xi$, the noise variance per row, $L$ and $M$ are held fixed. "Misfit" is the largest magnitude of $\bar P/S-1$ averaged over any of eight equal frequency bands. The statistical error of one band, before fitting, is 2% for 1 nm rows and 4% for 4 nm rows. The fit absorbs part of this scatter, so these figures are cautious yardsticks for the residuals.

| alteration | $3\sigma$ (nm) | fitted $\sigma_n$ (nm) | misfit |
|---|---|---|---|
| Lorentzian fit, 1 nm rows | 2.98 | 0.807 | 0.5% |
| Lorentzian fit, 4 nm rows | 2.92 | 0.829 | 1.3% |
| covariance $e^{-(r/\xi)^{1.4}}$ | 3.08 | 0.776 | 10% |
| beam blur, 1 nm rms along edge | 2.98 | 0.775 | 3.5% |
| neighbour noise correlation 0.1 | 3.07 | 0.764 | 13% |

The Lorentzian errors are hidden: the floor absorbs the aliased signal, and the misfit stays below its statistical error. With 4 nm rows the finite-record spectrum returns 3.00 nm, so the bias belongs to the fit function and not to the spacing itself.

The third row has a roughness exponent of 0.7, where the exponential covariance has 0.5. Its spectrum has a different shape, and the fit compensates with too low a floor. Correlated noise is no longer flat, and part of it is counted as roughness. Both faults give misfits of five or more statistical errors and should show in the residuals of a data set this large.

Blur is more deceptive. It removes 5.4% of the edge variance, or 0.054 nm², yet $3\sigma$ falls by only 0.6%. The fitted noise variance has dropped from 0.640 to about 0.601 nm², so 0.039 nm² too little is subtracted. Two errors partly cancel, and such cancellation should not be relied on at other settings. The largest band misfit is less than two statistical errors, so a test on the largest band alone usually misses it. The residuals do form a pattern, negative in the second to fourth bands and positive in the highest ones. It raises the sum of squared band residuals, in units of their statistical error, from about 6 to about 17 on average.

If the software also removes a fitted tilt from each edge, a further 3.7% of the edge variance goes with it in this example. The denominator $1-V$ does not restore that loss. Uncorrected, it lowers $3\sigma$ by about 2%.

## Setting it for real resist lines

The example lies in the rough range of extreme-ultraviolet resist lines: a $3\sigma$ of a few nanometres, a correlation length of order ten nanometres or more, and detection noise comparable with the roughness at low dose. Its values are illustrative and describe no particular resist. Smoothing across image rows breaks the assumption of white noise, because it correlates neighbouring positions. Here a correlation of just 0.1 moves $3\sigma$ by 0.07 nm, more than the statistical error of the whole 40-edge measurement. Stronger smoothing needs its own calculation.

For measurements in this regime, the analysis supports the following choices:

- Use the joint fit when $d\ll\xi\ll L$ and the fitted shape matches the edge, with the finite-record spectrum in place of the Lorentzian. Its advantage over the tail is shown only for the exponential covariance. For a roughness exponent of 0.7 the tail is cleaner, reading 0.645 nm² and giving $3\sigma$ of 2.99 to 3.01 nm depending on the $V$ used, while the exponential fit gives 3.08 nm.
- Turn off smoothing across rows before edge detection, or include its effect on both the noise and the edge spectrum in the model.
- Examine the band residuals. If they exceed about three statistical errors, change the spectral shape or noise model before quoting the result.
- Repeat the measurement at another dose if the resist tolerates it. The yardstick is the error of the difference. On the same edges the part set by edge length cancels, and between $\sigma_n=0.4$ and 0.8 nm that error is about 0.02 nm here rather than 0.05 nm. A corrected roughness that changes with dose by clearly more than this error points to a faulty noise model, a wrong shape for the edge spectrum or a resist altered by the beam. One that does not change can still hide blur, a wrong spectral shape or truly white roughness.

The full set of values is in the numerical output below.

## Numbers as computed

```
edge sigma 1.00 nm, correlation length 20.0 nm, noise sigma 0.80 nm
row spacing 1.0 nm, rows 1024, edge length 1024 nm, edges 40
largest relative error of expected-spectrum formula: 2.0e-15
noise floor d*noise variance: 0.6400 nm^3
edge spectrum at lowest frequency: 38.668 nm^3
edge spectrum at Nyquist frequency: 0.02548 nm^3
variance share lost with record mean, V: 3.831 %
ONE DATA SET
raw variance: 1.5636 nm^2, raw 3 sigma: 3.751 nm
fitted edge variance 0.9708 nm^2, correlation length 19.56 nm
fitted noise variance 0.6298 nm^2, noise sigma 0.7936 nm
integrated floor: 0.6292 nm^2
variance after floor subtraction: 0.9344 nm^2
V at fitted correlation length: 3.747 %
variance after mean correction: 0.9708 nm^2
recovered 3 sigma: 2.956 nm, true 3.000 nm
predicted standard error of 3 sigma: 0.050 nm
largest relative gap between scoring and simplex fits: 4.2e-08
ENSEMBLE of 400 repeated experiments
mean raw variance 1.6013 nm^2, expected 1.6011 nm^2
mean recovered variance 1.0005 +- 0.0016 nm^2, true 1.0000 nm^2
scatter of recovered variance 0.0316 nm^2, predicted 0.0334 nm^2
mean fitted edge variance 1.0005 nm^2, scatter 0.0316 nm^2
mean fitted correlation length 20.01 nm, scatter 0.84 nm
mean fitted noise variance 0.6398 +- 0.0003 nm^2, true 0.6400 nm^2
scatter of noise variance 0.00571 nm^2, predicted 0.00589 nm^2
noise variance from top-quarter tail 0.6672 nm^2, expected 0.6669 nm^2
NOISE SWEEP, 100 repeats: root-mean 3 sigma, standard error per experiment
noise 0.4 nm: raw 3.175 nm, recovered 2.998 nm, predicted error 0.049 nm
noise 0.8 nm: raw 3.793 nm, recovered 2.996 nm, predicted error 0.050 nm
noise 1.6 nm: raw 5.626 nm, recovered 2.991 nm, predicted error 0.056 nm
NEGLECTED EFFECTS: recovered 3 sigma, noise sigma, largest band misfit
none (control): 3 sigma 3.000 nm, noise 0.800 nm, misfit 0.00 % (error 2.0 %)
Lorentzian fit, 1 nm rows: 3 sigma 2.982 nm, noise 0.807 nm, misfit 0.45 % (error 2.0 %)
Lorentzian fit, 4 nm rows: 3 sigma 2.924 nm, noise 0.829 nm, misfit 1.28 % (error 4.0 %)
correct fit, 4 nm rows: 3 sigma 3.000 nm, noise 0.800 nm, misfit 0.00 % (error 4.0 %)
roughness exponent 0.7: 3 sigma 3.080 nm, noise 0.776 nm, misfit 10.23 % (error 2.0 %)
beam blur 1.0 nm rms: 3 sigma 2.981 nm, noise 0.775 nm, misfit 3.48 % (error 2.0 %)
neighbour noise correlation 0.1: 3 sigma 3.074 nm, noise 0.764 nm, misfit 12.52 % (error 2.0 %)
edge variance removed by beam blur: 5.40 %
further variance removed by a tilt correction: 3.68 %
```
